How a Bonded Cap Raises a Film's Threading-Glide Threshold

**Result**

A metal film of thickness h on a deep substrate carries an equibiaxial stress σ. A threading dislocation crosses the film on a glide plane inclined at φ to the film plane. As it advances it leaves a straight line at the substrate. If a cap of thickness t is bonded on top, it must leave a second line, of opposite sign, under the cap. The thread can advance when σ reaches

σ_y = W sinφ/(b h cosφ cosλ),

where b is the length of the Burgers vector, λ its angle to the film normal, and W the energy per length of all deposited lines. Let b_e and b_s be the edge and screw parts of b relative to these lines, and

K_e = μb_e²/[4π(1−ν)], K_s = μb_s²/(4π), K = K_e + K_s, c = cos2φ.

For the bare film

W₀ = K ln(2h/r₀) + ½cK_e.

For the capped film, with D = h/sinφ, R² = D² + 4t(h+t) and m = 4t(h+t)/R²,

W₂ = K[2 ln(D/r₀) + ln m] + K_e(1−m)[c − (1+c)m].

The rise in threshold is Δσ = (W₂−W₀) sinφ/(b h cosφ cosλ).

"Bonded" means here that the interface neither slips nor opens. The cap itself is elastic. Film, cap and substrate share one isotropic shear modulus μ and Poisson ratio ν, the lines are straight, lattice friction is ignored, and the core cut-off r₀ is much smaller than h and t. Unlike moduli come later.

**1. Energy balance for the moving thread**

In steady motion the thread keeps its shape, so its own energy does not change. An advance ℓ slips an area ℓh/sinφ of glide plane and adds ℓ of deposited line.

Let N be the film normal, n the glide-plane normal and s the unit vector along b. The film stress is σ(δ_ij − N_iN_j). Its shear component on the glide plane along b is

σ[n·s − (n·N)(s·N)] = −σ cosφ cosλ,

because n·s = 0. The sign gives the direction of motion. The work is therefore σ cosφ cosλ b hℓ/sinφ, and setting it equal to Wℓ gives σ_y. The cap does not slip, so stress already present in it does no work here.

The deposited lines run along the intersection of the glide plane with the film plane. The screw part of b lies in the film plane, so the normal component is b cosλ = b_e sinφ. Hence

σ_y = W/(b_e h cosφ).

A pure screw deposit has b_e = 0: equibiaxial stress does not drive it. Its energy is still the simplest part of W.

To find W, make the slip gradually. The traction on the cut is proportional to the slip, so the stored energy is half the final traction times the slip, integrated over the slipped strip. The strip stops a distance r₀ from each line, and the remaining core energy is absorbed in the choice of r₀.

**2. The simple case: screw parts**

Let the free surface be y = 0, with material below. A screw field has stresses σ_xz and σ_yz only. Write

σ_xz = ∂χ/∂y, σ_yz = −∂χ/∂x,

which satisfies equilibrium identically. The traction on a plane with tangent direction l is then −dχ/dl, so its integral is a difference of χ. For a line in an infinite body χ = −(μb_s/2π) ln r, which gives the familiar stress μb_s/(2πr). A free surface needs σ_yz = 0, so χ must be constant there. An opposite image at the mirror point does this:

χ = −(μb_s/2π) ln(r/r′),

where r and r′ are the distances from the line and from its image.

*Bare film.* The strip runs from r = r₀, where r′ = 2h, to the surface, where χ = 0. Half of b_s times the traction integral is K_s ln(2h/r₀).

*Capped film.* The lower line, at depth h+t, has strength +b_s. The upper line, at depth t, has −b_s. Their separation is D. Each lies a distance R from the other's image, with horizontal offset X = h cotφ and vertical offset H = h+2t. Since X²+h² = D² and H² = h²+4t(h+t), this R is the one defined above. In units of μb_s/2π, χ equals

ln[2(h+t)/r₀] + ln(D/R) near the lower line,
−ln(2t/r₀) − ln(D/R) near the upper line.

Half of b_s times the difference is

W_s = K_s{ln[2(h+t)/r₀] + ln(2t/r₀) + 2 ln(D/R)}.

The first two terms are self-energies. The third is negative because R > D: opposite lines attract. Combining the logarithms gives K_s[2 ln(D/r₀) + ln m].

*Limits.* For r₀ ≪ t ≪ h, R tends to D and the second line simply adds K_s ln(2t/r₀). For t ≫ h, m tends to 1 and W_s saturates at 2K_s ln(D/r₀). The surface is then too far away to matter, and the pair screens its own field beyond a distance of order D. Adding two independent line energies would miss this and grow as ln t without limit.

**3. Edge parts: the field of one line**

For plane strain let z = x+iy, let * denote the complex conjugate, and let p(z), q(z) be analytic functions. Set

σ_xx+σ_yy = 2(p′+p′*),
σ_yy−σ_xx+2iσ_xy = 2(z*p″+q′),
2μ(u_x+iu_y) = κp − zp′* − q*, κ = 3−4ν.

Call the first two left sides S and T. Equilibrium in complex form is ∂T/∂z* = ∂S/∂z, and both sides equal 2p″. For Hooke's law, differentiate the displacement. The real part of its z derivative gives μ(e_xx+e_yy) = (1−2ν)S/2. Its z* derivative gives μ(e_xx−e_yy+2ie_xy) = −T*/2. These are the plane-strain relations.

Define f = p + zp′* + q*. Along a step dz,

df = ½S dz + ½T* dz*.

For dz = dx this is (σ_yy−iσ_xy)dx, so i df = (σ_xy+iσ_yy)dx, the force on the plane whose normal points to the left of the step. For dz = i dy, i df = −(σ_xx+iσ_xy)dy, again the force for the left normal. Both sides are linear in the step, so i df is the force for any direction.

For a line at z₀ in an infinite body take

p₀ = A ln(z−z₀), q₀ = A* ln(z−z₀) − Az₀*/(z−z₀).

One circuit changes 2μ(u_x+iu_y) by 2πiA(κ+1) = 8πi(1−ν)A. Equating this to 2μ times the complex Burgers vector B gives

A = μB/[4πi(1−ν)].

The same circuit leaves f unchanged, so there is no net force. Substitution gives

f₀ = 2A ln|z−z₀| + A*(z−z₀)/(z*−z₀*).

Now add p₁, q₁, analytic in the material, so that f is constant on y = 0. The conjugate condition on the real axis, where z* = z, is

p₁* + zp₁′ + q₁ = −(p₀* + zp₀′ + q₀) + constant.

As functions continued off the axis, p₁* is analytic above it, and so are zp₀′ and q₀, whose singularity lies below. The other terms are analytic below. Matching each group separately satisfies the condition:

p₁* = −(zp₀′+q₀), zp₁′+q₁ = −p₀*.

Here zp₀′+q₀ = A* ln(z−z₀) + A + A(z₀−z₀*)/(z−z₀). Conjugating, and dropping a constant,

p₁ = −A ln(z−z₀*) + A*(z₀−z₀*)/(z−z₀*),
q₁ = −zp₁′ − A* ln(z−z₀*).

Then f₁ = p₁ + (z−z*)p₁′* − A ln(z*−z₀), or

f₁ = −2A ln|z−z₀*| + A*(z₀−z₀*)/(z−z₀*) + (z−z*)[−A*/(z*−z₀) + A(z₀−z₀*)/(z*−z₀)²].

**4. Edge energies**

The edge Burgers vector lies along the strip: B = b_e s, now with s = exp(iφ). Then is*A = K_e/b_e and is*A* = −K_e s*²/b_e. The quantity G = (b_e/K_e) Re(is*f) therefore follows from f by replacing A with 1 and A* with −s*², then taking the real part. Between two points of the strip, b_e times the resolved traction integral is K_e times the change in G. On the surface the A* terms add to −s*², so G = −c. Put g = G+c, which vanishes there.

*One line at depth d.* Near its core, z−z₀ = r₀s and z₀ = −id. The logarithms give −2 ln(2d/r₀), the remaining infinite-body term gives −1, and the three image terms give −c, −c and +1. With the added c,

g = −2 ln(2d/r₀) − c.

Half the rise of g to zero at the surface gives the self-energy

K_e[ln(2d/r₀) + ½c].

With d = h this is the edge part of W₀.

*Two lines.* Place the source at depth η₀ and the field point at depth η, displaced horizontally by Δ. Here H = η+η₀ and R² = Δ²+H². The three image terms become

2η₀(Δ sin2φ − cH)/R²,
−2η(Δ sin2φ + cH)/R²,
4ηη₀(H²−Δ²)/R⁴.

The first two add to 2[Δ(η₀−η) sin2φ − cH²]/R². Exchanging source and field point reverses both Δ and η₀−η, so g is symmetric. Consequently the strip energy of the opposite pair is the two self-energies plus K_e g, where

g = 2 ln(D/R) − 1 + c + 2(hX sin2φ − cH²)/R² + 4t(h+t)(H²−X²)/R⁴.

This simplifies. Write Q = 4t(h+t), so H² = h²+Q and R² = D²+Q. Also X² = D²cos²φ, h² = D²sin²φ, X²−h² = cD² and 2hX sin2φ = D² sin²2φ. Then

c − 2cH²/R² = c(X²−H²)/R² = (c²D²−cQ)/R².

Adding D² sin²2φ/R² gives (D²−cQ)/R², because c²+sin²2φ = 1. The last term of g is Q(Q−cD²)/R⁴. With m = Q/R² and D²/R² = 1−m,

g = ln(1−m) − 1 + (1−m) − cm + m² − cm(1−m)
= ln(1−m) − cm − (1+c)m(1−m).

*Limits and signs.* As t falls, m and g tend to zero, and the lines stop interacting. Since ln(1−m) ≤ −m−m²/2,

g ≤ −(1+c)m(2−m) − m²/2 < 0,

so the edge parts attract at every inclination.

**5. Sum of the two parts**

In an isotropic body the edge field puts no traction along the line, and the screw field puts none across it. Their energies add. The self-energies supply cK_e in total, so the nonlogarithmic part of W₂ is K_e times

c − cm − (1+c)m(1−m) = (1−m)[c − (1+c)m].

The logarithms combine as for the screw, which gives the stated W₂.

Does a thicker cap raise W₂ throughout? The ratio m increases with t, and

dW₂/dm = K_s/m + K_e[1/m − 1 − 2c + 2(1+c)m].

The bracket is linear in c. At c = −1 it is 1/m+1. At c = 1 it is 1/m−3+4m, whose minimum, at m = ½, is 1. It is positive between these ends too, so W₂ rises with t.

For r₀ ≪ t ≪ h the rise in energy is

W₂ − W₀ ≈ K ln(2t/r₀) + ½cK_e.

This does not depend on h, so Δσ varies as 1/h at fixed t. For t ≫ h, W₂ tends to 2K ln(D/r₀). The formula must not be carried down to t near r₀, where the core itself meets the surface.

**6. An aluminium film**

Take a (111)-textured aluminium film with h = 500 nm and an oxide cap with t = 50 nm. The model inputs, of a size typical for aluminium, are μ = 26 GPa, ν = 0.35 and b = 0.286 nm. Choose r₀ = b.

With film normal (1,1,1), glide-plane normal (1,1,−1) and b along [1,0,1], cosφ = 1/3, so φ = 70.53° and c = −7/9. Also λ = 35.26°, b_e = 0.2477 nm and b_s = 0.1430 nm. The factor sinφ/(cosφ cosλ) is 3.464. The energy factors are K_e = 1.219 eV/nm and K_s = 0.264 eV/nm, so K = 1.483 eV/nm.

For the bare film

W₀ = 1.483 ln(1000/0.286) − ½(7/9)(1.219) = 11.63 eV/nm,
σ_y = 3.464 × 11.63/(0.286 × 500) = 0.282 eV/nm³ = 45.1 MPa.

With the cap, D = 530.3 nm and R = 625.5 nm, so m = 110000/625.5² = 0.281. The lower and upper self-energies are 11.77 and 8.21 eV/nm, and the interaction is −0.28 eV/nm. Thus W₂ = 19.70 eV/nm and σ_y = 76.5 MPa. The cap raises the threshold by about 31 MPa, a factor of about 1.7.

At fixed h = 500 nm the capped threshold depends on t as follows:

t = 4 nm: 62.4 MPa (terms of order r₀/t, dropped in W₂, add about 0.2 MPa here)
t = 10 nm: 67.6 MPa
t = 200 nm: 82.8 MPa
t = 1000 nm: 86.1 MPa
thick-cap limit: 86.6 MPa

The additive estimate, made of W₀ plus the self-energy of a line at depth t, gives 77.0 MPa at t = 50 nm, close to the full result. At t = 10 μm it gives 107.5 MPa, where the interacting pair gives 86.6 MPa.

At fixed t = 50 nm, a 200 nm film goes from 99.6 to 175.9 MPa, and a 1000 nm film from 24.6 to 40.4 MPa. The rises, 76.3 and 15.8 MPa, have a ratio of 4.8, close to the factor of five from 1/h.

**7. Unlike layers and a stiff cap**

For screws, unequal moduli can be treated directly. The displacement w along the line obeys ∂w/∂x = (1/μ)∂χ/∂y and ∂w/∂y = −(1/μ)∂χ/∂x. A circuit of w must close with b_s, hence

∇·[(1/μ)∇χ] = −b_s δ

for a line of strength b_s. This is the equation of a line charge in layers of permittivity 1/μ.

Consider an infinitely stiff cap on a film and substrate of equal μ. The permittivity of the cap vanishes, so no flux enters it, and each line has an image of the same sign in the interface. The upper line lies on the interface and coincides with its image. In units of μb_s/2π, χ is 2 ln D − ln r₀ − ln 2h near the lower line and 2 ln r₀ − 2 ln D near the upper. Half of b_s times the difference is

W_s = K_s ln[D⁴/(2h r₀³)].

For the example this is 1.59 times the equal-modulus capped screw energy. It no longer depends on t, because the stiff cap hides the free surface.

For a substrate of 66 GPa and a cap of 31 GPa, both rough values, I solved the layered equation by a numerical Fourier integral along the film. The screw energy rises by a factor of 1.39 in the bare film and 1.27 in the capped one. Applying these factors to the whole energy, which is only an estimate for the edge part, gives 62.8 and 97.0 MPa. The rise becomes 34 MPa: with this cap, only a little stiffer than the film, both thresholds move considerably, their difference much less. A stiffer cap changes the difference too: at 70 GPa the same estimate gives a rise of about 48 MPa.

**8. The model beside a real film**

A real aluminium film of this thickness can be polycrystalline, and air leaves a native oxide a few nanometres thick. If that oxide is continuous and well bonded, the 4 nm result is the better reference: 62.4 MPa in the equal-modulus model. Thickening the oxide to 50 nm in total would then raise the threshold by only 14 MPa. With the 66 GPa substrate and an oxide of 31 to 70 GPa, the screw-based estimate of section 7 increases both thresholds and makes this rise about 15 to 19 MPa. The oxide-free film is an ideal reference. Its slip also creates a surface step of height b cosλ; at a rough surface energy of 1 J/m² this adds about 6 MPa to the bare threshold.

Of the static omissions estimated here, grain boundaries are the largest. A thread crossing a grain of width d leaves opposite segments of length D on its two sides. They run up the glide plane, perpendicular to the deposited lines, so b_e is their screw part and b_s their edge part. Their energy factor is therefore K_g = (1−ν)K_e + K_s/(1−ν) = 1.20 eV/nm, and they cost about 2K_g ln(d/r₀) per unit segment length. Dividing by the work per unit stress adds

2K_g ln(d/r₀)/(b d cosφ cosλ),

or about 74 MPa for d = 500 nm. The logarithm is that of long segments. Here D is close to d, and the finite lengths lower the estimate, to roughly 57 MPa for a closed rectangular loop under a thick cap. This is still comparable with the capped threshold itself, so the 76.5 MPa should not be read as the strength of a polycrystalline film.

The core matters too. Changing r₀ from b/2 to 2b moves the bare result from 49.1 to 41.1 MPa and the capped one from 84.4 to 68.5 MPa. If the bond yields locally and the upper core spreads to 10b, r₀² in W₂ becomes 10b², and the capped threshold falls to 63.2 MPa. Rough elastic constants C₄₄ = 28 GPa and (C₁₁−C₁₂)/2 = 23 GPa give a screw modulus √[C₄₄(C₁₁−C₁₂)/2] of about 25 GPa, within a few per cent of μ. Anisotropy is thus a small correction to the screw part.

Heat affects the result in two ways. Advancing the bare thread by b creates 3.32 eV of line energy, against kT = 0.026 eV at 300 K, so fluctuations cannot sustain glide far below the threshold. Diffusion along grain boundaries can still relax the stress. For uniaxial stress, Coble's law puts the creep rate at 150ΩΓσ/(πkTd³). For equibiaxial stress the in-plane rate is half of this, because the deviatoric stress along each loaded axis is σ/3 instead of 2σ/3. Multiplied by the biaxial modulus M, the halved rate is the rate at which σ falls, so the relaxation time is

τ = 2πkTd³/(150 Ω M Γ), Γ = Γ₀ exp(−E/kT).

Here Ω = 1.7×10⁻²⁹ m³ is the atomic volume and M = 2μ(1+ν)/(1−ν) = 108 GPa the biaxial modulus. Rough boundary values are Γ₀ = 5×10⁻¹⁴ m³/s, the boundary width times the diffusion prefactor, and E = 0.87 eV. With d = 500 nm, τ is about 10⁵ s at 300 K and 0.2 s at 500 K. On this estimate the glide threshold can describe a room-temperature stress change completed well within hours. The margin is uncertain: lowering E by 0.1 eV shortens τ at 300 K about fifty-fold. Coble's law also describes a bulk polycrystal with freely sliding grains, so for a film bonded to its substrate with d = h it gives only an order of magnitude. At 500 K creep must be included, unless the cap or the boundaries suppress the diffusion.

Numerical values quoted here were computed with a short program.
